# Single-Precision Storage of the Total Energy of a Silicon Cell: verification in Python

```python
# Result under test: a 64-atom silicon cell energy near -18500 hartree, stored
# in IEEE single precision, is quantized in steps s = 2**(p-23) hartree with
# 2**p <= |E| < 2**(p+1); here p = 14 and s is about 53 meV.
# Symbols: E = total energy of the cell, s = spacing of stored values,
# d = true energy difference between two configurations.
import math
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, mp

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
MEV = 1000.0 * HARTREE_EV          # meV per hartree
N_ATOMS = 64
E_CELL = -18500.0                  # hartree, round value


def store(energy):
    """Round to single precision, then return as double for exact analysis."""
    return np.asarray(energy, dtype=np.float32).astype(np.float64)


def spacing_formula(energy):
    exponent = math.frexp(abs(energy))[1] - 1
    return 2.0 ** (exponent - 23)


def spacing_from_bits(energy):
    """Distance to the next stored number, by incrementing the bit pattern."""
    value = np.array([energy], dtype=np.float32)
    following = (value.view(np.uint32) + np.uint32(1)).view(np.float32)
    return abs(float(following[0]) - float(value[0]))


# Spacing law at several magnitudes, including the cell energy in eV and Ry
for trial in (-289.0, -5000.0, -16384.0, E_CELL, -32767.0, -40000.0,
              2 * E_CELL, E_CELL * HARTREE_EV):
    assert spacing_from_bits(trial) == spacing_formula(trial)
step = spacing_formula(E_CELL)
step_mev = step * MEV
assert step == 2.0 ** -9
assert abs(step_mev - 53.0) < 0.5
step_ev_storage = 1000 * spacing_from_bits(E_CELL * HARTREE_EV)
step_ry_storage = spacing_from_bits(2 * E_CELL) * MEV / 2
assert abs(step_ry_storage - step_mev) < 1e-9
assert step_ev_storage == 31.25

# Distinct stored values in a window one hartree wide
scan = np.linspace(E_CELL - 0.5, E_CELL + 0.5, 20001)
levels = np.unique(store(scan))
assert np.all(np.diff(levels) == step)
assert len(levels) == round(1 / step) + 1

# Rounding errors of single energies and of differences
rng = np.random.default_rng(7)
n_samples = 200000
first = rng.uniform(E_CELL - 0.5, E_CELL + 0.5, n_samples)
second = rng.uniform(E_CELL - 0.5, E_CELL + 0.5, n_samples)
error_one = store(first) - first
error_diff = (store(second) - store(first)) - (second - first)
max_one = np.max(np.abs(error_one))
max_diff = np.max(np.abs(error_diff))
rms_one = np.sqrt(np.mean(error_one ** 2))
rms_diff = np.sqrt(np.mean(error_diff ** 2))
assert 0.99 * step / 2 < max_one <= step / 2
assert 0.95 * step < max_diff <= step + 1e-11
# One percent covers the sampling noise of 200000 draws
assert abs(rms_one / (step / math.sqrt(12)) - 1) < 0.01
assert abs(rms_diff / (step / math.sqrt(6)) - 1) < 0.01

# A true difference smaller than the step is stored as zero or one step
d_mev = 20.0
d = d_mev / MEV
stored_d = store(first + d) - store(first)
assert set(np.unique(stored_d)) == {0.0, step}
fraction_step = np.mean(stored_d == step)
mean_d = np.mean(stored_d)
rms_d = np.sqrt(np.mean((stored_d - d) ** 2))
assert abs(fraction_step - d / step) < 0.006
assert abs(mean_d / d - 1) < 0.02
assert abs(rms_d / math.sqrt(d * (step - d)) - 1) < 0.01

# Cure: subtract a reference before storing; subtracting afterwards is useless
remainder = first - E_CELL
error_before = np.max(np.abs(store(remainder) - remainder))
error_after = np.max(np.abs((store(first) - E_CELL) - remainder))
assert error_before <= 2.0 ** -26
assert error_after > 0.99 * step / 2
double_step = float(np.spacing(abs(E_CELL)))
assert double_step == 2.0 ** -38

# Staircases for two positions of the starting energy
true_mev = np.arange(0.0, 101.0, 10.0)
offset = -0.0007                   # hartree
stairs = []
for start in (E_CELL, E_CELL + offset):
    energies = start + true_mev / MEV
    from_storage = (store(energies) - store(start)) * MEV
    multiples = np.floor(energies / step + 0.5)
    predicted = (multiples - math.floor(start / step + 0.5)) * step_mev
    assert np.allclose(from_storage, predicted, atol=1e-6)
    stairs.append(from_storage)
assert np.any(np.abs(stairs[0] - stairs[1]) > 1.0)

# All-electron silicon atom: which power-of-two interval holds the cell energy?
atom = gto.M(atom="Si 0 0 0", basis="unc-ccpvdz", spin=2, verbose=0)
hf = scf.UHF(atom).run()
assert hf.converged
correlation = mp.UMP2(hf).run().e_corr
hf_rel = scf.UHF(atom).sfx2c1e().run()
assert hf_rel.converged
relativity = hf_rel.e_tot - hf.e_tot
binding_ev = 5.0                   # rough binding energy per atom in the solid
binding = -binding_ev / HARTREE_EV
cell_hf = N_ATOMS * hf.e_tot
cell_all = N_ATOMS * (hf.e_tot + correlation + relativity + binding)
for estimate in (cell_hf, cell_all):
    assert abs(estimate - E_CELL) < 0.01 * abs(E_CELL)
    assert spacing_from_bits(estimate) == step

thermal_mev = 1000 * const.k * 300.0 / const.e
weight_factor = math.exp(step_mev / thermal_mev)

print(f"Hartree energy: {HARTREE_EV:.6f} eV")
print(f"Cell energy used: {E_CELL:.1f} hartree, atoms: {N_ATOMS}")
print(f"Interval of magnitude: {2**14} to {2**15} hartree")
print(f"Interval per atom: {2**14/N_ATOMS:.0f} to {2**15/N_ATOMS:.0f} hartree")
print(f"Step in single precision: {step:.9f} hartree")
print(f"Step in single precision: {step_mev:.2f} meV per cell")
print(f"Step per atom: {step_mev/N_ATOMS:.3f} meV")
print(f"Half step (largest rounding error): {step_mev/2:.2f} meV")
print(f"Step if stored in rydberg: {step_ry_storage:.2f} meV")
print(f"Step if stored in eV: {step_ev_storage:.2f} meV")
print(f"Distinct stored values in 1 hartree, ends included: {len(levels)}")
print(f"Sampled largest error, one energy: {max_one*MEV:.2f} meV")
print(f"Sampled rms error, one energy: {rms_one*MEV:.2f} meV")
print(f"Formula s/sqrt(12): {step_mev/math.sqrt(12):.2f} meV")
print(f"Sampled largest error, difference: {max_diff*MEV:.2f} meV")
print(f"Sampled rms error, difference: {rms_diff*MEV:.2f} meV")
print(f"Formula s/sqrt(6): {step_mev/math.sqrt(6):.2f} meV")
print(f"Small true difference d: {d_mev:.1f} meV")
print(f"Sampled fraction stored as one step: {fraction_step:.3f}")
print(f"Formula d/s: {d/step:.3f}")
print(f"Sampled mean stored difference: {mean_d*MEV:.1f} meV")
print(f"Sampled rms error for d: {rms_d*MEV:.1f} meV")
print(f"Formula sqrt(d(s-d)): {math.sqrt(d*(step-d))*MEV:.1f} meV")
print(f"Step in double precision: {double_step*HARTREE_EV:.2e} eV")
print(f"Largest error, reference subtracted first: {error_before*MEV*1000:.3f} ueV")
print(f"Bound 2^-26 hartree: {2.0**-26*MEV*1000:.3f} ueV")
print(f"Largest error, reference subtracted after: {error_after*MEV:.2f} meV")
print(f"Shift of second start: {offset:.4f} hartree = {offset*MEV:.2f} meV")
print("Differences in meV: true, stored (start on grid), stored (shifted)")
for true_d, on_grid, shifted in zip(true_mev, *stairs):
    print(f"  {true_d:6.1f} {on_grid:8.2f} {shifted:8.2f}")
print(f"Thermal energy at 300 K: {thermal_mev:.2f} meV")
print(f"Boltzmann weight factor for an error of one step: {weight_factor:.1f}")
print(f"Si atom, UHF/uncontracted cc-pVDZ: {hf.e_tot:.3f} hartree")
print(f"MP2 correlation per atom: {correlation:.3f} hartree")
print(f"Scalar relativistic shift per atom: {relativity:.3f} hartree")
print(f"Rough binding, {binding_ev:.0f} eV per atom: {binding:.3f} hartree")
print(f"64 times UHF atom: {cell_hf:.1f} hartree")
print(f"64 atoms with the three corrections: {cell_all:.1f} hartree")
print("PASS")
```

Output:

```
Hartree energy: 27.211386 eV
Cell energy used: -18500.0 hartree, atoms: 64
Interval of magnitude: 16384 to 32768 hartree
Interval per atom: 256 to 512 hartree
Step in single precision: 0.001953125 hartree
Step in single precision: 53.15 meV per cell
Step per atom: 0.830 meV
Half step (largest rounding error): 26.57 meV
Step if stored in rydberg: 53.15 meV
Step if stored in eV: 31.25 meV
Distinct stored values in 1 hartree, ends included: 513
Sampled largest error, one energy: 26.57 meV
Sampled rms error, one energy: 15.36 meV
Formula s/sqrt(12): 15.34 meV
Sampled largest error, difference: 52.99 meV
Sampled rms error, difference: 21.69 meV
Formula s/sqrt(6): 21.70 meV
Small true difference d: 20.0 meV
Sampled fraction stored as one step: 0.376
Formula d/s: 0.376
Sampled mean stored difference: 20.0 meV
Sampled rms error for d: 25.7 meV
Formula sqrt(d(s-d)): 25.7 meV
Step in double precision: 9.90e-11 eV
Largest error, reference subtracted first: 0.405 ueV
Bound 2^-26 hartree: 0.405 ueV
Largest error, reference subtracted after: 26.57 meV
Shift of second start: -0.0007 hartree = -19.05 meV
Differences in meV: true, stored (start on grid), stored (shifted)
     0.0     0.00     0.00
    10.0     0.00     0.00
    20.0     0.00     0.00
    30.0    53.15     0.00
    40.0    53.15     0.00
    50.0    53.15    53.15
    60.0    53.15    53.15
    70.0    53.15    53.15
    80.0   106.29    53.15
    90.0   106.29    53.15
   100.0   106.29   106.29
Thermal energy at 300 K: 25.85 meV
Boltzmann weight factor for an error of one step: 7.8
Si atom, UHF/uncontracted cc-pVDZ: -288.850 hartree
MP2 correlation per atom: -0.211 hartree
Scalar relativistic shift per atom: -0.604 hartree
Rough binding, 5 eV per atom: -0.184 hartree
64 times UHF atom: -18486.4 hartree
64 atoms with the three corrections: -18550.3 hartree
PASS
```
